# When averaging digitised readings fails, and how dither restores it

Q: I am measuring a film step with a stylus profiler. Its digitiser has a step of 10 nm, which is coarse, but I take 10000 readings on the substrate and 10000 on the film. The rounding error of one reading is about 3 nm rms. Averaging divides it by 100, so each level should be good to about 0.03 nm. Is anything wrong with that?

A: The division by 100 needs an assumption that you have not stated. Where does your 3 nm come from?

Q: The difference between the rounded and the true value lies anywhere between $-D/2$ and $D/2$, where $D$ is the step. If all values are equally likely, the mean square is

$$\frac1D\int_{-D/2}^{D/2}u^2\,du=\frac{1}{D}\cdot\frac{2}{3}\left(\frac D2\right)^3=\frac{D^2}{12}.$$

For $D=10$ nm the root is 2.9 nm.

A: That integral averages over many different true levels. You hold one level fixed and read it repeatedly. Does the rounding error then take a new, independent value each time?

Q: There is some noise, about 0.5 nm rms. I assumed that it would shuffle the rounding errors.

A: Let us test that. Let the true level be $x$, and let reading number $i$ be

$$y_i=Q(x+n_i),\qquad Q(v)=D\left\lfloor \frac vD+\frac12\right\rfloor .$$

The function $Q$ rounds to the nearest multiple of $D$, which I call a code. The thresholds between codes lie midway between them. I assume that the digitiser is ideal and does not clip, and that the $n_i$ are independent and Gaussian with zero mean and standard deviation $s$. Define the bias $b=E[y_i]-x$ and the variance $V$ of one reading. For the mean $\bar y$ of $N$ readings, write $\bar y-x=(\bar y-E[y])+b$ and square:

$$E[(\bar y-x)^2]=E[(\bar y-E[y])^2]+2b\,E[\bar y-E[y]]+b^2=\frac VN+b^2 .$$

The middle term vanishes because $E[\bar y]=E[y]$. The first term is $V/N$ because the variances of $N$ independent readings add to $NV$, and the mean divides their sum by $N$. Which part does averaging reduce?

Q: Only $V/N$. The bias stays. But why should there be a bias, if the noise has zero mean?

A: Because the noise passes through a staircase. Suppose that the true levels are 2 nm on the substrate and 127 nm on the film, so the thickness is 125 nm. What do you read?

Q: Without noise, 2 nm rounds to 0 and 127 nm rounds to 130 nm. I would report 130 nm, which is 5 nm too much. With noise, some readings fall on other codes and pull the mean back.

A: How many do? The nearest threshold to the film level is at 125 nm, a distance of 2 nm, or four standard deviations. The chance of crossing it is $3.2\times10^{-5}$ per reading. Each crossing lowers the reading by 10 nm, so the expected reading falls by only

$$10\ \text{nm}\times3.2\times10^{-5}\approx0.0003\ \text{nm}.$$

The substrate level is 3 nm, or six standard deviations, from its threshold at 5 nm. The chance of crossing there is about $10^{-9}$. Endless averaging therefore gives a thickness of 129.9997 nm. The error relative to the true 125 nm is still 5.0 nm.

Q: Perhaps you picked unlucky levels. Can you show that this holds more generally?

A: Yes, with a bound. Let $c=Q(x)$, and let $d\le D/2$ be the distance from $x$ to the nearest threshold. On that side the thresholds lie at distances $d,\ d+D,\ d+2D,\dots$ On the other side they lie at $D-d,\ 2D-d,\dots$ Each threshold crossed changes the reading by $D$, with opposite signs on the two sides. Let $p(a)$ be the chance that the noise exceeds $a$ in a given direction. Then

$$|E[y]-c|=D\,\big|\,p(d)-p(D-d)+p(D+d)-p(2D-d)+\dots\big| .$$

The distances appear here in increasing order, so the terms of this alternating sum shrink. Such a sum lies between zero and its first term. For Gaussian noise this gives

$$|E[y]-Q(x)|\le D\,p(d)=\frac D2\,\mathrm{erfc}\!\left(\frac{d}{\sqrt2\,s}\right).$$

Once $d$ is several times $s$, the mean is pinned to the code, and the error is nearly $Q(x)-x$, whatever $N$ may be.

Q: So an undithered average is always wrong when the noise is small?

A: No. If $x$ equals a code value, the pinned reading is correct. If $x$ lies exactly on a threshold, symmetric noise sends half the readings up and half down, and the mean is again correct. Within a few $s$ of a threshold the mean moves quickly from one code to the next, so the error there can be small or large. For $s\ll D$ these regions fill a small part of each step. At a general level the error persists.

Q: I would at least notice the problem. The scatter of my readings would warn me.

A: What scatter? The chance that all 10000 film readings agree is

$$(1-3.167\times10^{-5})^{10000}\approx e^{-0.317}\approx0.73,$$

and the substrate hardly changes this number. In most such measurements the sample standard deviation is zero on both levels, and the usual standard error is zero too, while the thickness is wrong by 5 nm. In 400 simulated measurements the fraction with no scatter was 0.78. The expected statistical spread of that fraction is $\sqrt{0.73\times0.27/400}\approx0.022$, so the simulation lies about 2.4 standard deviations high. I take that to be chance, but I have not repeated it with other random numbers.

Q: Then what uncertainty should I quote when every reading is the same?

A: A cautious choice is your $D/\sqrt{12}=2.9$ nm per level, without dividing by $\sqrt N$. It treats every position within the step as equally likely. If you trust the noise figure, the agreement of the readings narrows this. A level 1.5 nm from a threshold, or three standard deviations, would cross it with a chance of $1.35\times10^{-3}$ per reading. All 10000 readings would then agree with a chance of only $e^{-13.5}\approx10^{-6}$. The level therefore almost certainly lies within 3.5 nm of the code. A uniform distribution over that range gives $3.5/\sqrt3\approx2.02$ nm per level. For the difference of two levels with independent positions in their steps, it gives $\sqrt2\times2.02\approx2.9$ nm. These figures are still cautious. Weighting each possible level by the chance that all 10000 readings agree gives about 1.8 nm per level and 2.5 nm for the difference. The actual error of 5 nm is larger than that, because here the two levels err by 3 nm and 2 nm in opposite directions.

Q: If the trouble is too little noise, would a noisier instrument do better?

A: For long averages it can. We can calculate how much noise is needed. Consider the rounding error $q(v)=Q(v)-v$. It repeats with period $D$, it is odd, and it equals $-v$ for $|v|<D/2$. It is therefore a sum of sines $a_k\sin(\alpha_kv)$ with $\alpha_k=2\pi k/D$. Since the integrand is even,

$$a_k=\frac2D\int_{-D/2}^{D/2}(-v)\sin(\alpha_kv)\,dv=-\frac4D\int_0^{D/2}v\sin(\alpha_kv)\,dv .$$

Integration by parts gives

$$\int_0^{D/2}v\sin(\alpha_kv)\,dv=\left[-\frac{v\cos\alpha_kv}{\alpha_k}+\frac{\sin\alpha_kv}{\alpha_k^2}\right]_0^{D/2}=-\frac{D}{2\alpha_k}(-1)^k,$$

because $\alpha_kD/2=\pi k$, where the sine vanishes and the cosine is $(-1)^k$. Hence

$$a_k=\frac{2(-1)^k}{\alpha_k}=\frac D\pi\,\frac{(-1)^k}{k}.$$

Q: And now the noise shifts the argument of each sine?

A: Yes. Since $y=x+n+q(x+n)$ and $E[n]=0$, the bias is $b=E[q(x+n)]$. For each harmonic,

$$E[\sin\alpha(x+n)]=\sin(\alpha x)\,E[\cos\alpha n]+\cos(\alpha x)\,E[\sin\alpha n].$$

The last expectation is zero because the noise is symmetric. Call the other one $C(\alpha)=E[\cos\alpha n]$. The Gaussian density $g$ obeys $n\,g(n)=-s^2g'(n)$, so

$$\frac{dC}{d\alpha}=-\int n\,g\sin(\alpha n)\,dn=s^2\int g'\sin(\alpha n)\,dn=-s^2\alpha\,C .$$

The last step is integration by parts, and the boundary terms vanish. With $C(0)=1$ the solution is $C=e^{-\alpha^2s^2/2}$. Inserting $\alpha_k=2\pi k/D$ gives

$$b(x)=\frac D\pi\sum_{k=1}^{\infty}\frac{(-1)^k}{k}\sin\!\left(\frac{2\pi kx}{D}\right)e^{-2\pi^2k^2s^2/D^2}.$$

Noise smooths the staircase, and it removes the fine harmonics first. Here is the largest $|b|$ over all levels, for $D=10$ nm:

| $s/D$ | Largest bias (nm) |
|---|---|
| 0.05 | 3.77 |
| 0.10 | 2.86 |
| 0.20 | 1.45 |
| 0.30 | 0.54 |
| 0.50 | 0.023 |

These values were computed from the code probabilities, and the series agrees with them.

Q: The fall is steep at the end. Is there a simple rule?

A: The second harmonic is smaller than the first by the factor $\frac12e^{-6\pi^2s^2/D^2}$, which is about 0.002 at $s=0.3D$. From there upward the first harmonic suffices, and the largest bias is

$$B\approx\frac D\pi e^{-2\pi^2s^2/D^2}
\quad\Rightarrow\quad
s\approx\frac D\pi\sqrt{\frac12\ln\frac{D}{\pi B}} .$$

To hold the bias below $B=0.1$ nm at every level, you need

$$s\approx3.18\ \text{nm}\times\sqrt{\tfrac12\ln31.8}\approx4.2\ \text{nm}.$$

That limit is per level. In a thickness the biases of the two levels can add, to at most 0.2 nm. Your noise is 0.5 nm. Gaussian noise makes the bias small but leaves a remainder. A different distribution can remove it.

Q: Which distribution?

A: A uniform one, exactly one step wide. Add to the signal, before it is digitised, a random offset $r$ spread evenly from $-D/2$ to $D/2$, drawn afresh for each reading and independent of the noise. This is called dither. First hold the noisy level $w=x+n$ fixed and write it as $w=(m+f)D$, with $m$ an integer and $0\le f<1$. The dithered signal covers the interval from $w-D/2$ to $w+D/2$. The threshold at $(m+\frac12)D$ cuts it, and the length above the threshold is

$$\left(m+f+\tfrac12\right)D-\left(m+\tfrac12\right)D=fD .$$

The reading is therefore $(m+1)D$ with probability $f$ and $mD$ with probability $1-f$. What is its mean?

Q: It is $mD(1-f)+(m+1)Df=(m+f)D=w$. The mean is the unrounded level!

A: Yes, and averaging over the noise then gives $E[w]=x$. The bias is zero for every $x$. The fraction of readings on the upper code now carries the information that rounding used to discard.

Q: There must be a price.

A: The price is scatter. At fixed $w$ the reading takes two values $D$ apart, so its variance is

$$D^2\left[f(1-f)^2+(1-f)f^2\right]=D^2f(1-f).$$

Including the noise, write $y-x=(y-w)+(w-x)$. The cross term averages to zero because $E[y-w]=0$ at each fixed $w$. Thus

$$V=s^2+D^2E[f(1-f)].$$

On your substrate, $w$ stays almost entirely between 0 and $D$. There $D^2f(1-f)=w(D-w)$, whose average is $xD-(x^2+s^2)$. The $s^2$ cancels, and $V=x(D-x)=2\times8=16$ nm². The film level lies 7 nm above the code at 120 nm, and the same argument gives $7\times3=21$ nm². For the thickness, the variances add:

$$\sqrt{\frac{16+21}{N}}\ \text{nm}=\frac{6.08}{\sqrt N}\ \text{nm}.$$

Q: So one dithered reading per level is worse than one plain reading per level.

A: For these levels, and with the offset left in the reading, yes: 6.1 nm rms against 5.0 nm. With 100 readings per level the dithered error is 0.61 nm, and with 10000 it is 0.061 nm. The plain error remains 5.0 nm throughout. In 400 simulated measurements with 10000 readings per level, the rms errors were 0.061 nm with dither and 5.0 nm without.

Q: How many readings do I need for a random error of 0.1 nm?

A: Set $37/N=0.1^2$, which gives $N=3700$ per level. The numerical output lists 3701. The noise occasionally carries $w$ out of its interval, where $w(D-w)$ is negative but the true $D^2f(1-f)$ is not. The variance is then slightly above 37 nm², and the count is rounded up. The difference has no practical importance.

Q: My digitiser has no dither input. Can I add random numbers to the stored readings instead?

A: That cannot help. A zero-mean number added after rounding leaves $E[Q(x+n)]$ unchanged, so the bias survives and the scatter grows. The offset must act before the threshold decision.

Q: Does the width have to be one step? Surely half a step of dither removes half the error.

A: Try it on your levels, ignoring the noise at first. With a width of 5 nm, the substrate signal covers $-0.5$ to 4.5 nm. It meets no threshold, so it still reads 0. The film signal covers 124.5 to 129.5 nm, and one tenth of it lies below 125 nm. Its mean reading is $0.9\times130+0.1\times120=129$ nm. The thickness error is 4 nm. With your 0.5 nm noise included it is 3.8 nm, which is far from half of 5 nm.

The general rule follows from the series. For uniform dither of width $W$,

$$E[\cos\alpha_kr]=\frac1W\int_{-W/2}^{W/2}\cos(\alpha_kr)\,dr=\frac{2\sin(\alpha_kW/2)}{\alpha_kW}=\frac{\sin(\pi kW/D)}{\pi kW/D}.$$

Noise and dither are independent and symmetric, so this factor multiplies the Gaussian factor in each harmonic. The factor for $k=1$ vanishes only if $W$ is a nonzero whole multiple of $D$, and then all the others vanish too.

Q: Would a small error in the width ruin the result?

A: No. With dither 2% too wide, $W=10.2$ nm. The fraction above the threshold is $(2+5.1-5)/10.2$ on the substrate, so the mean there is 2.059 nm. On the film it is $(7+5.1-5)/10.2$, which gives 126.961 nm. The thickness error is $-0.10$ nm. That is small beside 5 nm, but it does not average away. At 10000 readings per level it exceeds the random error.

Q: Could I set one random offset per level, leave it there, and average?

A: Then all readings on that level share the same offset $r$. Their mean tends to the undithered mean for the level $x+r$, not to $x$. With one independent offset frozen on each level, the thickness error tends to 5.6 nm rms over many measurements, however many readings each one contains. This assumes that the offset is left in the result. Subtracting the known offsets lowers the figure to 3.4 nm, which still does not average away. A simulation of 400 measurements with 1000 readings per level gave 5.7 nm. The zero bias is a property of the average over offsets, so you must sample many of them.

Q: One thing still bothers me. With uniform dither, the scatter depends on where the level lies in its step. Can that be avoided?

A: Yes, by adding two independent uniform offsets $r_1$ and $r_2$, each one step wide. Their sum has a triangular distribution. Let $u=x+n+r_1$. At fixed $u$, the offset $r_2$ does what $r$ did before: the reading has mean $u$ and variance $D^2f(1-f)$, where $f$ is now the fractional part of $u/D$. Because $r_1$ covers one whole step evenly, $f$ is uniform between 0 and 1, and

$$\int_0^1f(1-f)\,df=\frac12-\frac13=\frac16 .$$

The variance of $u$ itself is $s^2+D^2/12$. The total is

$$V=s^2+\frac{D^2}{12}+\frac{D^2}{6}=s^2+\frac{D^2}{4},$$

which is the same at every level. For your numbers it is 25.25 nm², a standard deviation of 5.0 nm per reading. This is more than the 4.0 nm and 4.6 nm found with uniform dither on your two levels. If you want only the mean, uniform dither is the better of these two here. If you know each offset, there is a better way still: use one uniform offset and subtract it from the reading. Then $y-r=x+n+q(x+n+r)$. At fixed $n$ the argument of $q$ covers one whole step evenly, so $q$ has zero mean and variance $D^2/12$. The variance is $s^2+D^2/12=8.58$ nm² at every level, and one pair of readings gives the thickness to 4.1 nm rms.

Q: Suppose I do all this on a real profiler. May I claim 0.06 nm?

A: Not on this evidence. Our parameters are rough: 16 bits over a vertical range of about 655 µm give the 10 nm step, and 0.5 nm is an assumed noise. That range is very long for a 125 nm film. If the instrument and the sample allow a range ten times shorter, the same number of bits gives a 1 nm step, and that is the first remedy to try. A real digitiser also breaks the assumption of equal steps. If the threshold at 125 nm sits 1 nm too high, one tenth of the dithered film readings move from 130 to 120 nm, and the mean falls by 1.0 nm. Dither one step wide does not remove that error. Dither $m$ steps wide dilutes it to $1/m$ nm, at the cost of much more scatter. Temperature matters as well. If 10 mm of the mechanical path expands by $10^{-5}$ per kelvin and warms by 0.01 K between the two levels, the shift is $10^7\ \text{nm}\times10^{-5}\times0.01=1$ nm.

Q: Then most of my 10000 readings are wasted.

A: If errors of that size are present, yes. The random error already equals 1 nm when $37/N=1$, at 37 readings per level. Somewhat more readings make it minor beside the other errors. Beyond that, calibrating the thresholds and steadying the temperature gain more than further averaging.

Q: A last attempt to save my old habit. If I let the tip scan instead of parking it, does the surface roughness dither the readings for me?

A: It can, if it is large enough and the scan crosses many independent bumps. Neighbouring readings often share nearly the same height, and then they count for less than their number suggests. Take a roughness of 1 nm rms, and treat it as Gaussian and independent from reading to reading. It combines with the noise to $\sqrt{0.5^2+1^2}\approx1.1$ nm, or 0.11 of a step. On a scan with no tilt, the undithered thickness is then still wrong by 4.6 nm. Tilt matters more: a slope of three steps across each region, removed afterwards by a straight-line fit, leaves about 0.15 nm at these levels, while a slope of half a step does not help. Before you trust an average, compare the total fluctuation ahead of the digitiser with the step. If every reading shows the same code, the average is just that code, and it tells you only that the level is not close to a threshold.

## Computed values

```
vertical range: 655360 nm, 16 bits
digitiser step: 10.0 nm; rms noise: 0.5 nm
true substrate level: 2.0 nm
true film level: 127.0 nm
true thickness: 125.0 nm
Without dither, limit of endless averaging:
  mean substrate reading: 0.0000 nm
  mean film reading: 129.9997 nm
  thickness: 129.9997 nm
  thickness error: 4.9997 nm
  chance of other code, film: 3.167e-05
  chance of other code, substrate: 9.866e-10
  all agree, 10000 per level: 0.729
  same, simulated fraction of runs: 0.782
Largest bias over all levels, Gaussian noise only:
  noise 0.05 step: 3.7732 nm
  noise 0.10 step: 2.8554 nm
  noise 0.20 step: 1.4507 nm
  noise 0.30 step: 0.5387 nm
  noise 0.50 step: 0.0229 nm
noise for 0.10 nm largest bias: 4.187 nm
With uniform dither one step wide:
  mean substrate reading: 2.0000 nm
  mean film reading: 127.0000 nm
  one-reading deviation, substrate: 4.000 nm
  one-reading deviation, film: 4.583 nm
  one-pair thickness deviation: 6.083 nm
rms thickness error, 400 simulated runs per entry:
  N=1 plain: law 5.0000, simulated 5.0000 nm
  N=1 dither: law 6.0828, simulated 6.0415 nm
  N=100 plain: law 4.9997, simulated 5.0000 nm
  N=100 dither: law 0.6083, simulated 0.6220 nm
  N=10000 plain: law 4.9997, simulated 4.9997 nm
  N=10000 dither: law 0.0608, simulated 0.0614 nm
readings per level for 0.1 nm: 3701
  simulated rms error there: 0.0993 nm
Unsuitable dither:
  half-step width, thickness bias: 3.8334 nm
  frozen, limiting rms error: 5.600 nm
  frozen, simulated at N=1000: 5.717 nm
triangular dither, one reading: 5.025 nm
Neglected effects, rough parameters:
  dither 2% too wide: -0.0980 nm
  film threshold moved by: 1.0 nm
  resulting dithered bias: -1.0000 nm
  thermal loop: 10 mm, 1e-05 per K
  change 0.01 K, drift: 1.00 nm
  scanned roughness: 1.0 nm rms
  undithered bias when scanning: 4.5954 nm
```
